\section*{Thermionic Current over a Schottky Barrier and Its Effective-Mass Constant}

\section*{The model}

A nondegenerate n-type semiconductor film touches a metal. At the interface the conduction-band edge forms a barrier, whose top lies $\phi$ above the Fermi level of the metal. The task is to find the electron current over this barrier, its dependence on temperature and mass, and the conditions under which it is reached.

Hartree atomic units are used ($\hbar=m_e=e=1$, with $e$ the magnitude of the electron charge), and $\theta=kT$. Energies are counted from the metal Fermi level. A forward bias $V>0$ raises the Fermi level of the semiconductor bulk to $V$. The bulk band edge lies $\zeta$ above that level, at $\zeta+V$, so the band bending that an electron must climb is
\begin{equation}
b=\phi-\zeta-V>0 .
\label{eq:bend}
\end{equation}
The current $J$ is counted positive when the net flow of electrons is from semiconductor to metal.

The band is parabolic and spin-degenerate, with masses $m_x,m_y,m_z$ along axes aligned with the interface; $x$ is the normal, pointing to the metal. For an isotropic band the three masses are equal and are written $m$. The interface is taken as uniform, so energy and in-plane momentum are conserved. Every electron above the barrier top is transmitted and none tunnels through. The height $\phi$ does not depend on bias, which leaves out image-force lowering. Until part (g), scattering in the barrier region is assumed not to limit the current.

\section*{(a) Forward current}

\textit{Sum the flux of bulk electrons that can pass the barrier, using Maxwell--Boltzmann occupation. Which masses enter?}

\textbf{Solution.} A volume element $d^3k$ holds $2\,d^3k/(2\pi)^3$ states per unit volume, the 2 being for spin, and each carries the normal velocity $v_x=k_x/m_x$. In-plane momentum is conserved, so the energy of in-plane motion cannot be spent on the climb. An electron passes if $k_x>0$ and $k_x^2/(2m_x)>b$. Its energy above the bulk Fermi level is $\zeta$ plus its kinetic energy, so
\begin{equation}
J_{\rm f}=\frac{2}{(2\pi)^3}\,e^{-\zeta/\theta}
\int_{-\infty}^{\infty}\!dk_y\,e^{-k_y^2/2m_y\theta}
\int_{-\infty}^{\infty}\!dk_z\,e^{-k_z^2/2m_z\theta}
\int_{\sqrt{2m_xb}}^{\infty}\!dk_x\,\frac{k_x}{m_x}\,e^{-k_x^2/2m_x\theta}.
\end{equation}
In the last integral put $w=k_x^2/(2m_x)$, so that $dw=(k_x/m_x)\,dk_x$:
\begin{equation}
\int_b^\infty e^{-w/\theta}\,dw=\theta\,e^{-b/\theta}.
\end{equation}
The normal mass has cancelled: a heavier mass gives more states per energy interval, but each state moves more slowly in the same proportion. The two Gaussian integrals give $\sqrt{2\pi m_y\theta}\,\sqrt{2\pi m_z\theta}=2\pi\theta\sqrt{m_ym_z}$. Since $\zeta+b=\phi-V$ by \eqref{eq:bend},
\begin{equation}
J_{\rm f}=\frac{2}{8\pi^3}\,2\pi\theta\sqrt{m_ym_z}\;\theta\,e^{-(\zeta+b)/\theta}
=\frac{\sqrt{m_ym_z}\,\theta^2}{2\pi^2}\,e^{-(\phi-V)/\theta}.
\label{eq:forward}
\end{equation}
Only the in-plane masses enter, because they set the number of transverse channels within reach of the thermal energy. For an isotropic band $\sqrt{m_ym_z}=m$.

\section*{(b) Reverse current and diode law}

\textit{Find the current from metal to semiconductor by counting metal states, for isotropic semiconductor mass $m$. Describe the metal by a parabolic band of mass $m_M$ whose bottom lies a depth $D$ below its Fermi level. Then find the net current.}

\textbf{Solution.} A metal electron has energy $E=(k_x^2+k_t^2)/(2m_M)-D$, where $k_t$ is its in-plane momentum. It enters the semiconductor with the same $E$ and $k_t$. There its in-plane motion takes the energy $k_t^2/(2m)$, with the semiconductor mass, so entry requires
\begin{equation}
E>\phi+\frac{k_t^2}{2m}.
\end{equation}
At fixed $k_t$ the product of normal velocity and $dk_x$ is $(k_x/m_M)\,dk_x=dE$, which removes $m_M$ from the integrand. Provided that the metal has a propagating state at each such $E$ and $k_t$, that is $2m_M(E+D)>k_t^2$, the limits do not contain $m_M$ either:
\begin{align}
J_{\rm r}&=\frac{2}{(2\pi)^3}\int d^2k_t\int_{\phi+k_t^2/2m}^{\infty}e^{-E/\theta}\,dE
=\frac{2\theta}{(2\pi)^3}\,e^{-\phi/\theta}\int d^2k_t\,e^{-k_t^2/2m\theta}\notag\\
&=\frac{2\theta}{8\pi^3}\,e^{-\phi/\theta}\,2\pi m\theta
=\frac{m\theta^2}{2\pi^2}\,e^{-\phi/\theta}.
\end{align}
This equals $J_{\rm f}$ at $V=0$, as equilibrium demands. It does not change with $V$, because the barrier seen from the metal is fixed. Subtracting,
\begin{equation}
J=J_s\left(e^{V/\theta}-1\right),\qquad
J_s=A^*T^2e^{-\phi/\theta},\qquad
A^*=\frac{mk^2}{2\pi^2}.
\label{eq:diode}
\end{equation}
In ordinary units the state count brings $\hbar^{-3}$ and the current a factor $e$. With $\hbar^3=h^3/(8\pi^3)$,
\begin{equation}
A^*=\frac{e\,m\,k^2}{2\pi^2\hbar^3}=\frac{4\pi e\,m\,k^2}{h^3},
\end{equation}
where $m$ is now in kilograms. For the free-electron mass this is $120.17\ \mathrm{A\,cm^{-2}K^{-2}}$. The semiconductor mass appears although the reverse electrons start in the metal, since it is the semiconductor band that limits which of them can enter.

Numerical integration over metal states with $m_M=1.0$ and $1.5$ gives the same reverse current, in agreement with $J_s$.

\section*{(c) Origin of the temperature power}

\textit{Write $J_{\rm f}$ for isotropic mass as density times velocity times a Boltzmann factor. How does the prefactor depend on $T$ if the bulk density and the band bending are held fixed instead of $\phi$?}

\textbf{Solution.} Summing the occupation over all bulk states gives three Gaussian integrals:
\begin{equation}
n=\frac{2}{(2\pi)^3}\,(2\pi m\theta)^{3/2}e^{-\zeta/\theta}=N_c\,e^{-\zeta/\theta},
\qquad N_c=2\left(\frac{m\theta}{2\pi}\right)^{3/2}.
\label{eq:density}
\end{equation}
The flux per unit density through a plane in one direction is
\begin{equation}
v_R=\sqrt{\frac{m}{2\pi\theta}}\int_0^\infty v\,e^{-mv^2/2\theta}\,dv
=\sqrt{\frac{m}{2\pi\theta}}\;\frac{\theta}{m}=\sqrt{\frac{\theta}{2\pi m}} .
\end{equation}
This is one quarter of the mean speed $\bar v=\sqrt{8\theta/(\pi m)}$. The product is
\begin{equation}
N_cv_R=2\,\frac{(m\theta)^{3/2}}{(2\pi)^{3/2}}\,\frac{\theta^{1/2}}{(2\pi m)^{1/2}}
=\frac{2m\theta^2}{4\pi^2}=\frac{m\theta^2}{2\pi^2},
\end{equation}
so \eqref{eq:forward} is the same as $J_{\rm f}=n\,v_R\,e^{-b/\theta}$.

At fixed $n$ and $b$ the prefactor therefore grows as $T^{1/2}$. A Maxwellian flux by itself does not give the square. The missing $T^{3/2}$ comes from $N_c$, when the density is referred to the Fermi level and the barrier is measured from the metal.

A film with a fixed density of ionized donors shows how the two forms agree. There $\zeta=\theta\ln(N_c/n)$ changes with temperature, and at fixed $\phi$ the bending changes with it:
\begin{equation}
e^{-b/\theta}=e^{-(\phi-V)/\theta}\,e^{\zeta/\theta}=e^{-(\phi-V)/\theta}\,\frac{N_c}{n}.
\end{equation}
The density drops out of $J_{\rm f}$ and the prefactor becomes $N_cv_R\propto T^2$. Numerical fluxes, with the Boltzmann factor divided out, give the powers 0.5 and 2 for the two cases.

\section*{(d) Fermi statistics}

\textit{Replace the Boltzmann factor in $J_s$ by the Fermi function. How large is the correction?}

\textbf{Solution.} Let $\varepsilon$ be the in-plane kinetic energy and $w$ the normal kinetic energy at the barrier top. With $d^2k_t\to2\pi m\,d\varepsilon$,
\begin{equation}
J_s^{\rm F}=\frac{m}{2\pi^2}\int_0^\infty\!d\varepsilon\int_0^\infty\!dw\,f(\phi+\varepsilon+w)
=\frac{m}{2\pi^2}\int_0^\infty s\,f(\phi+s)\,ds .
\end{equation}
The last form uses $s=\varepsilon+w$; for given $s$, $\varepsilon$ runs from 0 to $s$, which supplies the factor $s$. For $\phi>0$ the Fermi function is the geometric series $f(E)=\sum_{j\ge1}(-1)^{j+1}e^{-jE/\theta}$, and $\int_0^\infty s\,e^{-js/\theta}ds=\theta^2/j^2$. Hence
\begin{equation}
J_s^{\rm F}=\frac{m\theta^2}{2\pi^2}\sum_{j=1}^{\infty}\frac{(-1)^{j+1}}{j^2}e^{-j\phi/\theta}
=J_s\left(1-\tfrac14e^{-\phi/\theta}+\dots\right).
\end{equation}
The sum is $-\mathrm{Li}_2(-e^{-\phi/\theta})$, with $\mathrm{Li}_2$ the dilogarithm. Even at $\phi=2\theta$ the true flux is 0.968 of the Maxwellian one. For the forward current $\phi$ is replaced by $\phi-V$, so the correction grows with bias. Since $b>0$ keeps $\phi-V$ above $\zeta$, its relative size stays below $e^{-\zeta/\theta}/4$, which is small in a nondegenerate film.

The bulk density is more sensitive. The same series in \eqref{eq:density}, with $\theta\to\theta/j$ in the Gaussian integrals, gives the relative correction $-e^{-\zeta/\theta}/2^{3/2}$ to leading order. It contains $\zeta$, not $\phi$.

\section*{(e) Numbers}

\textit{Take the model values $m=0.3$, $\phi=0.5$ eV, $\zeta=0.1$ eV, $T=300$ K and $V=0.1$ V. Evaluate the constant, the saturation current and the net current.}

\textbf{Solution.} The constant scales with the mass:
\begin{equation}
A^*=0.3\times120.17=36.05\ \mathrm{A\,cm^{-2}K^{-2}}.
\end{equation}
With $\theta=0.025852$ eV, $\phi/\theta=19.341$, and
\begin{equation}
J_s=36.05\times300^2\times e^{-19.341}=0.0129\ \mathrm{A\,cm^{-2}},
\end{equation}
which is $5.47\times10^{-17}$ atomic units. The bias multiplies the forward part by $e^{V/\theta}=47.855$:
\begin{equation}
J=0.01293\times(47.855-1)=0.606\ \mathrm{A\,cm^{-2}}.
\end{equation}
Quadrature over $k$-space with Fermi occupation gives the same value. The Fermi correction to $J_s$ is about $-1\times10^{-9}$ relative to $J_s$. The bulk density is $8.55\times10^{16}\ \mathrm{cm^{-3}}$ with Fermi statistics and $8.62\times10^{16}\ \mathrm{cm^{-3}}$ without, a difference of 0.7\%. At given $\zeta$ it does not disturb the current, because the electrons above the barrier are in the dilute tail, whose occupation is fixed by the Fermi level.

The role of the masses shows in two anisotropic bands, $(m_x,m_y,m_z)=(0.2,0.3,0.5)$ and $(0.9,0.3,0.5)$. Both give $J_s=0.0167\ \mathrm{A\,cm^{-2}}$, larger than the isotropic value by the factor $\sqrt{0.3\times0.5}/0.3=0.3873/0.3=1.29$.

\section*{(f) Reading the mass from a Richardson plot}

\textit{The constant is to be extracted from a plot of $\ln(J_s/T^2)$ against $1/T$. What does the plot give if the barrier drifts as $\phi=\phi_0-\alpha T$?}

\textbf{Solution.} Inserting the drift in \eqref{eq:diode},
\begin{equation}
\ln\frac{J_s}{T^2}=\ln A^*-\frac{\phi_0-\alpha T}{kT}
=\left(\ln A^*+\frac{\alpha}{k}\right)-\frac{\phi_0}{k}\,\frac1T .
\end{equation}
The plot is still a straight line, so its shape gives no warning. The slope yields $\phi_0$, the barrier extrapolated linearly to $T=0$, and the intercept yields $A^*e^{\alpha/k}$.

Take $\alpha=10^{-4}$ eV/K and keep $\phi=0.5$ eV at 300 K, so that $\phi_0=0.53$ eV. Then $e^{\alpha/k}=3.19$ and the apparent constant is $36.05\times3.19=115\ \mathrm{A\,cm^{-2}K^{-2}}$. A fit to numerically integrated currents between 250 and 350 K returns these values. Read as a mass, the intercept would give $115/120=0.96$ in place of 0.3. The barrier moves by only 0.01 eV over the whole range, yet the mass is wrong by a factor of three.

\section*{(g) Low mobility}

\textit{Now let electrons scatter on their way up the barrier, with mobility $\mu$. Assume that the metal takes up electrons at the interface at the rate $v_R(n-n_0)$, where $n_0=N_ce^{-\phi/\theta}$ is the equilibrium density there. Find the current. Is the result of part (e) reached for $\mu=10\ \mathrm{cm^2\,V^{-1}s^{-1}}$ and an interface field of $10^5$ V/cm?}

\textbf{Solution.} Let $s$ be the distance from the interface into the semiconductor and $E_c(s)$ the band edge, with $E_c(0)=\phi$. The flux toward the metal, along $-s$, has a diffusion part $\mu\theta\,dn/ds$, by the Einstein relation, and a drift part $\mu n\,dE_c/ds$. The latter is negative, since the slope of the barrier pushes electrons back. Together,
\begin{equation}
J=\mu\theta\frac{dn}{ds}+\mu n\frac{dE_c}{ds}
=\mu\theta\,e^{-E_c/\theta}\frac{d}{ds}\left(n\,e^{E_c/\theta}\right).
\end{equation}
In steady state $J$ is constant. Divide by $\mu\theta\,e^{-E_c/\theta}$ and integrate from the interface to the edge of the bulk at $s=W$, where $n\,e^{E_c/\theta}=N_ce^{V/\theta}$. Multiplying the result by $e^{-\phi/\theta}$ gives
\begin{equation}
n_0e^{V/\theta}-n(0)=\frac{J}{v_D},\qquad
\frac1{v_D}=\frac1{\mu\theta}\int_0^We^{-[\phi-E_c(s)]/\theta}\,ds .
\label{eq:vd}
\end{equation}
The interface condition reads $n(0)-n_0=J/v_R$. Adding the two equations removes $n(0)$, and $n_0v_R=J_s$ by part (c):
\begin{equation}
J=\frac{n_0\left(e^{V/\theta}-1\right)}{1/v_R+1/v_D}
=\frac{J_s\left(e^{V/\theta}-1\right)}{1+v_R/v_D}.
\end{equation}
If the barrier falls linearly, $E_c=\phi-Fs$, over several $\theta$, the integral is $\theta/F$ and $v_D=\mu F$.

For $v_D\gg v_R$ the diode law \eqref{eq:diode} returns. For $v_D\ll v_R$ the current is $N_c\,\mu F\,e^{-\phi/\theta}(e^{V/\theta}-1)$. Its prefactor varies as $(mT)^{3/2}$ if $\mu$ and $F$ are held fixed, so the Richardson constant no longer describes it. Between the limits the formula is an interpolation, since a single density at the interface cannot represent the different populations of incoming and outgoing electrons.

A mean free path shows which limit applies. With the scattering time $\tau=\mu m$ and $\ell=\bar v\tau=4v_R\mu m$, compare $\ell$ with the distance $\theta/F$ over which the barrier falls by $\theta$. Using $m/\theta=1/(2\pi v_R^2)$,
\begin{equation}
\frac{\ell}{\theta/F}=4v_R\,\mu F\,\frac{m}{\theta}=\frac{2}{\pi}\,\frac{v_D}{v_R}.
\end{equation}
The thermionic result thus needs a mean free path well above the distance over which the barrier falls by $\theta$.

Here $v_R=4.91\times10^6$ cm/s and $v_D=10\times10^5=1.0\times10^6$ cm/s. The ratio of lengths is $(2/\pi)/4.91=0.13$, and the current is divided by $1+4.91=5.91$:
\begin{equation}
J=\frac{0.606}{5.91}=0.10\ \mathrm{A\,cm^{-2}}.
\end{equation}
Within this model the Richardson current is not reached. Dividing this current by $T^2e^{-\phi/\theta}(e^{V/\theta}-1)$ would give an apparent constant of $36.05/5.91=6.1\ \mathrm{A\,cm^{-2}K^{-2}}$.

A depletion layer of uniform charge has a parabolic barrier, $\phi-E_c=Fs-F^2s^2/(4b)$, whose field weakens away from the interface. Expanding the integrand of \eqref{eq:vd} in the quadratic term gives, to first order in $\theta/b$,
\begin{equation}
\frac1{v_D}\simeq\frac1{\mu\theta}\int_0^\infty e^{-Fs/\theta}\left(1+\frac{F^2s^2}{4b\theta}\right)ds
=\frac1{\mu F}\left(1+\frac{\theta}{2b}\right).
\end{equation}
With $b=0.3$ eV the bracket is 1.043 and the divisor becomes $1+4.91\times1.043=6.12$. Numerical integration of the drift-diffusion equation for this barrier gives 6.16, the small remainder being of higher order in $\theta/b$. The current is then $0.098\ \mathrm{A\,cm^{-2}}$, 4\% below the linear-barrier value. This difference shows the effect of the barrier shape within the model. It is not a gain in absolute accuracy, because the assumed interface condition can itself be wrong by several per cent or more between the two limits. The remaining values are listed in the numerical output.

The example illustrates the formula and is not a forecast for a real film, for four reasons. First, $\theta/F$ is 2.6 nm here, so $\ell$ is only about 0.3 nm, far below the thermal wavelength $\sqrt{2\pi/(m\theta)}=7.9$ nm, and $1/\tau$ is about $15\,\theta$. Electrons scattered this often do not move as band electrons with a definite momentum, and $v_R$ and $N_c$ are then no more than parameters. For $m=0.3$ at 300 K, $1/\tau$ falls to $\theta$ only at $\mu\approx150\ \mathrm{cm^2\,V^{-1}s^{-1}}$.

Second, the image force adds $-1/(4\epsilon s)$ to the barrier, with $\epsilon$ the relative permittivity, and lowers its top by $\sqrt{F/\epsilon}$. For $\epsilon=10$ this is 0.038 eV, a factor of 4.3 in the thermionic current, so $\phi$ must be the lowered height at the field in question. The image term also flattens the top, which now lies at $s=1/(2\sqrt{\epsilon F})=1.9$ nm, comparable with $\theta/F$. The integral in \eqref{eq:vd}, taken from that top, is 1.43 times $\theta/F$, the divisor rises from 5.9 to 8.0, and the current of the low-mobility example grows by a factor of about 3.2 only.

Third, an electron with normal energy $\theta$ below the top of a linear barrier tunnels with a probability of about $\exp[-\tfrac43\sqrt{2m\theta}\,\theta/F]=0.21$ in the semiclassical estimate. For this sharp barrier tunnelling is therefore not negligible. The image force widens the barrier below its lowered top, and the same estimate at $\theta$ below that top gives only 0.03, so the size of the effect depends strongly on the barrier shape.

Fourth, electrons above the top are partly reflected. At an abrupt step the transmission is $4v_xv_M/(v_x+v_M)^2$, with $v_x$ and $v_M$ the normal velocities on the two sides. For $m_M=1$, $D=0.2$ hartree and normal energy $\theta$ above the top this is about 0.4, and through $v_M$ the metal band re-enters the current. A smoother interface potential reflects less.

The last three points also concern part (e). A donor density equal to its bulk density gives, for $\epsilon=10$ and $b=0.3$ eV, an interface field $\sqrt{8\pi nb/\epsilon}$ of $0.97\times10^5$ V/cm.

\section*{Calculated quantities}
\begin{verbatim}
band mass m: 0.3 electron masses
temperature T: 300 K
barrier phi: 0.5 eV
bulk edge above Fermi level zeta: 0.1 eV
forward bias V: 0.1 V
theta = kT: 0.00095004 hartree
theta = kT: 0.025852 eV
phi: 0.018375 hartree
phi/theta: 19.341
band bending at bias V: 0.3 eV
Richardson constant, free mass: 120.173 A/(cm^2 K^2)
Richardson constant A*: 36.052 A/(cm^2 K^2)
N_c: 4.123e+18 cm^-3
bulk density, Maxwellian: 8.616e+16 cm^-3
bulk density, Fermi-Dirac: 8.553e+16 cm^-3
v_R: 4.911e+06 cm/s
J_s, formula: 5.4657e-17 atomic units
J_s, formula: 0.012928 A/cm^2
reverse flux, metal mass 1.0: 0.012928 A/cm^2
reverse flux, metal mass 1.5: 0.012928 A/cm^2
exp(V/theta): 47.855
forward flux, quadrature: 0.61868 A/cm^2
net J at V, quadrature: 0.60575 A/cm^2
net J at V, formula: 0.60575 A/cm^2
J_s, masses (0.2,0.3,0.5): 0.01669 A/cm^2
J_s, masses (0.9,0.3,0.5): 0.01669 A/cm^2
sqrt(0.3*0.5): 0.3873 electron masses
relative Fermi correction to J_s: -9.96e-10
Fermi/Maxwell flux at phi = 2 theta: 0.96806
T power, fixed density and bending: 0.5
T power, fixed phi: 2
plot range, lowest T: 250 K
plot range, highest T: 350 K
plot, constant phi: barrier: 0.5 eV
plot, constant phi: constant: 36.052 A/(cm^2 K^2)
barrier drift alpha: 0.0001 eV/K
plot, drifting phi: barrier: 0.53 eV
plot, drifting phi: constant: 115.06 A/(cm^2 K^2)
exp(alpha/k): 3.1914
mobility: 10 cm^2/(V s)
interface field: 1e+05 V/cm
v_D = mobility*field: 1e+06 cm/s
divisor 1 + v_R/v_D: 5.911
divisor, parabolic barrier, numerical: 6.16
J at V with divisor, linear barrier: 0.1025 A/cm^2
J at V, parabolic barrier: 0.09834 A/cm^2
\end{verbatim}
